# Double-exchange splitting of one electron shared by two quantum spins, part 1

(Sections cited here and not found follow in the second part.)

## The splitting for rigid sites and strong Hund coupling

Take two equivalent sites, a and b, each carrying a fixed core spin of 1/2, and let one additional electron move between them. Suppose that on whichever site the electron sits, it must form a triplet with the core spin there. If all three spins point up, the electron can hop without disturbing this condition. The orbital problem is then that of one particle on two sites joined by a hopping energy $t$, and its levels are $-t$ and $+t$.

The less obvious case is total spin 1/2. List the spins in the order core a, core b, electron, and choose total projection $+1/2$. With the electron on site a, the state must be symmetric between core a and the electron, and it must be orthogonal to the symmetric combination of all three arrangements, which belongs to total spin 3/2. These two demands fix it up to a phase:

$$
v_a=\frac{1}{\sqrt6}\bigl(2|\uparrow\downarrow\uparrow\rangle-|\uparrow\uparrow\downarrow\rangle-|\downarrow\uparrow\uparrow\rangle\bigr).
$$

With the electron on site b, the corresponding state follows by exchanging the two core spins:

$$
v_b=\frac{1}{\sqrt6}\bigl(2|\downarrow\uparrow\uparrow\rangle-|\uparrow\uparrow\downarrow\rangle-|\uparrow\downarrow\uparrow\rangle\bigr).
$$

Hopping changes the position of the electron and leaves all spins as they were. Its amplitude between the two allowed states is therefore $-t$ times their overlap,

$$
\langle v_a|v_b\rangle=\frac{-2+1-2}{6}=-\frac12 .
$$

The levels for total spin 1/2 are $\pm t/2$. The electron gains kinetic energy $t$ when the three spins are aligned and half as much when they are not, so its motion favours alignment. This is double exchange. The task is to find the factor that replaces 1/2 for any core spin and any total spin.

Let each core have spin $S\ge 1/2$, with spin operators $\mathbf S_a$ and $\mathbf S_b$ measured in units of $\hbar$. The electron has spin operator $\mathbf s$ and one orbital on each site. The Hamiltonian is

$$
H=-t\sum_\sigma\left(c^\dagger_{a\sigma}c_{b\sigma}+c^\dagger_{b\sigma}c_{a\sigma}\right)-J_H\left(n_a\,\mathbf S_a\cdot\mathbf s+n_b\,\mathbf S_b\cdot\mathbf s\right),
$$

where $n_a$ and $n_b$ count the electron on each site, $t>0$, and $J_H>0$ favours parallel alignment. The cores are treated as rigid spins, the sites do not distort, and there is no direct coupling between the cores. With one mobile electron, no repulsion between mobile electrons enters.

On one site the electron and the core combine to spin $J=S+1/2$ or $J=S-1/2$. Squaring $\mathbf J=\mathbf S+\mathbf s$ gives

$$
\mathbf S\cdot\mathbf s=\frac12\left[J(J+1)-S(S+1)-\frac34\right].
$$

For $J=S+1/2$ the first term in the bracket is $S^2+2S+3/4$, so $\mathbf S\cdot\mathbf s=S/2$. For $J=S-1/2$ it is $S^2-1/4$, so $\mathbf S\cdot\mathbf s=-(S+1)/2$. The on-site energies are $-J_HS/2$ and $+J_H(S+1)/2$, separated by the Hund gap

$$
\Delta=\frac{J_H(2S+1)}{2}.
$$

When $\Delta$ is much larger than $t$, the electron stays in the lower multiplet of its site. I call such a state locked and measure energies from $-J_HS/2$. In the limit $J_H\to\infty$ what remains of $H$ is the hopping between locked states. The operator that selects the locked state on site a must equal one when $\mathbf S_a\cdot\mathbf s=S/2$ and zero when $\mathbf S_a\cdot\mathbf s=-(S+1)/2$. The linear function with these two values is

$$
P_a=\frac{S+1+2\,\mathbf S_a\cdot\mathbf s}{2S+1}.
$$

The operator $P_b$ has $\mathbf S_b$ in place of $\mathbf S_a$.

The Hamiltonian is unchanged by a common rotation of all spins, so the total spin $S_T$ and its projection $M$ are conserved. With the electron locked on site a, a spin $S+1/2$ is combined with the other core spin $S$. The possible totals are

$$
S_T=\frac12,\ \frac32,\ \dots,\ 2S+\frac12 ,
$$

and each occurs once. For given $S_T$ and $M$ there is thus one locked spin state $v_a$ with the electron on a, and one, $v_b$, with the electron on b. The problem has shrunk to two states, whose diagonal energies are zero and whose coupling is $-t\langle v_a|v_b\rangle$. It remains to find this overlap.

Let $X$ be the operator that exchanges the two core spins. It satisfies $X^2=1$, commutes with the total spin, and turns $P_a$ into $P_b=XP_aX$. Hence $Xv_a$ is locked on site b and has the same $S_T$ and $M$ as $v_a$. Since there is one such state, we may choose its phase so that $v_b=Xv_a$. The overlap is then an expectation value:

$$
\langle v_a|v_b\rangle=\langle v_a|X|v_a\rangle .
$$

This suggests a basis in which $X$ is diagonal. Combine the two cores first to a spin $S_0$, and then add the electron to reach $S_T$. The two candidates are $S_0=S_T-1/2$ and $S_0=S_T+1/2$.

The sign of $X$ for given $S_0$ follows from counting. Two spins $S$ with total projection $2S-k$, where $k=0,1,\dots,2S$, have $k+1$ product states, in which the projections are $S-i$ and $S-(k-i)$ with $i=0,\dots,k$. Exchange leaves a product state in place if $i=k-i$. The trace of $X$ in this set is therefore 1 for even $k$ and 0 for odd $k$. The same set contains one state from each multiplet $S_0=2S,2S-1,\dots,2S-k$, and $X$ equals $+1$ or $-1$ on each multiplet. When $k$ rises by one, one multiplet is added and the trace changes by its sign. The signs are thus $+1,-1,+1,\dots$, that is,

$$
X=(-1)^{2S-S_0}.
$$

The two candidates for $S_0$ differ by one and have opposite signs. Define

$$
\eta=(-1)^{2S-S_T+1/2},
$$

which is the sign for $S_0=S_T-1/2$. The sign for $S_0=S_T+1/2$ is $-\eta$. If $w_<$ and $w_>$ are the weights of $v_a$ on the lower and the higher $S_0$, then

$$
\langle v_a|X|v_a\rangle=\eta\,(w_<-w_>).
$$

At fixed $S_T$ and $M$ the projector $P_a$ is $|v_a\rangle\langle v_a|$, because there is one locked state. Its expectation value in a state of definite $S_0$ is therefore the weight we need. To evaluate it, note that such a state changes at most its sign under $X$, so $\mathbf S_a\cdot\mathbf s$ and $\mathbf S_b\cdot\mathbf s$ have the same expectation value in it. Their sum is $\mathbf S_0\cdot\mathbf s$, with $\mathbf S_0=\mathbf S_a+\mathbf S_b$, and hence

$$
2\langle\mathbf S_a\cdot\mathbf s\rangle=\langle\mathbf S_0\cdot\mathbf s\rangle=\frac12\left[S_T(S_T+1)-S_0(S_0+1)-\frac34\right].
$$

For $S_0=S_T-1/2$ we have $S_0(S_0+1)=S_T^2-1/4$, and the right side is $(S_T-1/2)/2$. For $S_0=S_T+1/2$ we have $S_0(S_0+1)=S_T^2+2S_T+3/4$, and the right side is $-(S_T+3/2)/2$. Inserting these values in $P_a$ gives

$$
w_<=\frac{S+1+\frac12(S_T-\frac12)}{2S+1}=\frac{2S+S_T+\frac32}{4S+2},
$$

$$
w_>=\frac{S+1-\frac12(S_T+\frac32)}{2S+1}=\frac{2S+\frac12-S_T}{4S+2}.
$$

They add up to one, as they must. Their difference is $(2S_T+1)/(4S+2)$, so that

$$
\langle v_a|v_b\rangle=\eta c,\qquad c=\frac{S_T+\frac12}{2S+1}.
$$

The highest total spin, $S_T=2S+1/2$, needs a separate look, because the value $S_0=S_T+1/2=2S+1$ does not exist for two spins $S$. The formula gives $w_>=0$ and $w_<=1$ there, so it remains correct.

The two-state Hamiltonian at fixed $S_T$ and $M$ is now

$$
\begin{pmatrix}0&-t\eta c\\-t\eta c&0\end{pmatrix},
$$

and its eigenvalues are

$$
E_\pm=\pm\,t\,\frac{S_T+\frac12}{2S+1}.
$$

The double-exchange splitting is $E_+-E_-=2tc$. For $S=1/2$ and $S_T=1/2$ it gives $c=1/2$ and $\eta=-1$, in agreement with the overlap $-1/2$ found by hand.

Each level has $2S_T+1$ projections. Counting both signs, the number of states is $2(2+4+\dots+(4S+2))=2(2S+1)(2S+2)$. This equals two positions times the $2S+2$ locked states of one site times the $2S+1$ states of the other core, so none is missing. Direct diagonalization of the hopping in the whole locked space, for $S$ from 1/2 to 5/2, reproduces every level with its multiplicity to within $3.4\times10^{-15}$ of $t$.

The factor $c$ has a direct meaning. If an electron locked on site a is moved suddenly to site b with all spins frozen, the probability of finding it locked there is $c^2$. With probability $1-c^2$ it arrives in the upper Hund multiplet, which infinite $J_H$ forbids. For the highest total spin nothing is lost, and the pair reaches the full energy $-t$.

The lower level falls linearly with $S_T$, by $t/(2S+1)$ for each unit. A coupling proportional to $\mathbf S_a\cdot\mathbf S_b$ would instead give energies quadratic in the combined spin. The lower state is $\bigl(|a\rangle v_a+\eta|b\rangle v_b\bigr)/\sqrt2$. A reflection that exchanges the sites together with their cores multiplies it by $\eta$, so the parity of the lower level alternates as $S_T$ changes by one. Reversing the sign of $t$ exchanges the parities of the two levels and leaves the energies as they are.

For classical cores, the electron's spin follows the local core direction. Two spinors whose directions enclose an angle $\theta$ overlap by $\cos(\theta/2)$, while two vectors of length $S$ at this angle have a sum of length $2S\cos(\theta/2)$. If this length is identified with $S_T$, which is possible for $S_T\le2S$, the classical factor is $y=S_T/(2S)$. The quantum factor differs from it by

$$
c-y=\frac{2Sy+\frac12}{2S+1}-y=\frac{\frac12-y}{2S+1}.
$$

For $0<y<1$ the magnitude is below $1/(4S+2)$ and vanishes for large $S$. The largest difference found is 0.083 for $S=1$ and 0.041 for $S=5$. Antiparallel classical cores block the hopping completely, whereas the lowest quantum spin, $S_T=1/2$, retains $c=1/(2S+1)$.

If all spin states are equally likely, the mean of $c$ measures how much disorder weakens the hopping. Write $n=S_T+1/2$ and $N=2S+1$, so that $c=n/N$ and the multiplicity is $2n$. Then

$$
\bar c=\frac{\sum_{n=1}^{N}2n\,(n/N)}{\sum_{n=1}^{N}2n}=\frac{(N+1)(2N+1)/3}{N(N+1)}=\frac{2N+1}{3N}.
$$

For $S=3/2$ this is $9/12=0.75$, and for large $S$ it tends to the classical mean 2/3. Spin disorder thus reduces the mean hopping amplitude of this pair by a quarter for $S=3/2$, and by less than a third for any finite $S$.

For rigid sites and infinite Hund coupling, the levels of the pair are $\pm tc$ with $c=(S_T+\frac12)/(2S+1)$, so the lower level falls linearly with the total spin. It remains to apply this to a manganese pair and to see how far it survives finite Hund coupling, direct core exchange, a site offset and lattice distortion.
